# Orbit-orbit operator: Hermiticity and the doubly occupied real orbital: a program that tests the result

```python
"""
Result under test (atomic units):
  the orbit-orbit operator  H_oo = -(alpha^2/2) G_ij p_1i p_2j,
  G_ij = (delta_ij + n_i n_j)/r,  r = r1 - r2,  n = r/|r|,  p = -i grad,
  is Hermitian because d_i G_ij = 0, and its expectation value vanishes for
  phi(1)phi(2) with phi real.
"delta part" is (1/r) p1.p2 and "nn part" is (1/r) n_i n_j p_1i p_2j.
Quadratures use R = (r1+r2)/2 and r for Gaussian functions, and
s = r1+r2, q = r12/s, v = (r1-r2)/r12 for helium functions.
"""
import numpy as np
import sympy as sp
from scipy import constants, optimize

alpha = constants.fine_structure
hartree_in_cm = constants.value("hartree-inverse meter relationship") / 100
prefactor = -alpha**2 / 2

# ---------- divergence away from the origin, symbolically ----------
X = sp.symbols("x y z", real=True)
dist = sp.sqrt(sum(c**2 for c in X))
for j in range(3):
    div = sum(sp.diff((int(i == j) + X[i] * X[j] / dist**2) / dist, X[i])
              for i in range(3))
    assert sp.simplify(div) == 0

# ---------- quadrature grids for Gaussian functions ----------
xr, wr = np.polynomial.legendre.leggauss(32)
rad, wrad = 5.5 * (xr + 1), 5.5 * wr
ct, wct = np.polynomial.legendre.leggauss(7)
az = 2 * np.pi * np.arange(14) / 14
RR, CT, AZ = np.meshgrid(rad, ct, az, indexing="ij")
ST = np.sqrt(1 - CT**2)
n_vec = np.array([ST * np.cos(AZ), ST * np.sin(AZ), CT]).reshape(3, -1)
r_len = RR.ravel()
w_rel = (wrad[:, None, None] * wct[None, :, None] * RR**2
         * 2 * np.pi / 14).ravel()
r_vec = n_vec * r_len

xh, wh = np.polynomial.hermite.hermgauss(6)
xc, wc = xh / np.sqrt(2), wh * np.exp(xh**2) / np.sqrt(2)
R_vec = np.array(np.meshgrid(xc, xc, xc, indexing="ij")).reshape(3, -1)
w_cm = np.einsum("i,j,k->ijk", wc, wc, wc).ravel()

# ---------- weak form of the divergence, origin included ----------
x, y, z = X
f = (1 + 0.7 * x - 0.4 * y + 0.5 * z) * sp.exp(-(x**2 + y**2 + z**2) / 2)
grad_f = np.array([sp.lambdify(X, sp.diff(f, c), "numpy")(*r_vec) for c in X])
weak_delta = (grad_f / r_len) @ w_rel
weak_nn = (n_vec * np.sum(n_vec * grad_f, axis=0) / r_len) @ w_rel
assert np.min(np.abs(weak_delta)) > 0.1
assert np.max(np.abs(weak_delta + weak_nn)) < 1e-9

# ---------- two-electron matrix elements from the definition ----------
C1 = sp.symbols("x1 y1 z1", real=True)
C2 = sp.symbols("x2 y2 z2", real=True)
envelope = sp.exp(-sum(c**2 for c in C1 + C2) / 2)
points = [R_vec[i][:, None] + r_vec[i][None, :] / 2 for i in range(3)]
points += [R_vec[i][:, None] - r_vec[i][None, :] / 2 for i in range(3)]


def values(expressions):
    return sp.lambdify(C1 + C2, expressions, "numpy", cse=True)(*points)


def integrate(array):
    return w_cm @ array @ w_rel


def overlap(bra, ket):
    b, k = values([bra * envelope, ket * envelope])
    return integrate(np.conj(b) * k)


def element(bra, ket):
    """Delta part and nn part of <bra| G_ij p_1i p_2j ket>."""
    b = np.conj(values([bra * envelope])[0])
    full = ket * envelope
    second = values([sp.diff(full, C1[i], C2[j])
                     for i in range(3) for j in range(3)])
    delta = sum(second[4 * i] for i in range(3))
    nn = sum(second[3 * i + j] * (n_vec[i] * n_vec[j])
             for i in range(3) for j in range(3))
    return np.array([-integrate(b * delta / r_len),
                     -integrate(b * nn / r_len)])


x1, y1, z1 = C1
x2, y2, z2 = C2

# Hermiticity between two different complex functions
psi = 1 + x1 + sp.I * y2 * z1
chi = 0.3 + x1 * x2 - 0.5 * x2 + sp.I * x1
scale = np.sqrt(overlap(psi, psi).real * overlap(chi, chi).real)
forward = element(psi, chi) / scale
backward = np.conj(element(chi, psi)) / scale
defect = forward - backward
assert abs(defect[0]) > 1e-3
assert abs(defect.sum()) < 1e-9

# doubly occupied real orbital without spherical symmetry


def real_orbital(a, b, c):
    return 1 + 0.6 * a - 0.4 * b * c + 0.3 * c**2


pair = real_orbital(*C1) * real_orbital(*C2)
norm_pair = overlap(pair, pair)
real_parts = element(pair, pair) / norm_pair
rho = real_orbital(*R_vec)**2 * np.exp(-np.sum(R_vec**2, axis=0))
contact = np.pi * (w_cm @ rho**2) / norm_pair
assert abs(real_parts.sum()) < 1e-9
assert abs(real_parts[0] + contact) < 1e-9
assert abs(real_parts[1] - contact) < 1e-9

# doubly occupied complex orbital (x + i y) exp(-r^2/2)
ring = (x1 + sp.I * y1) * (x2 + sp.I * y2)
ring_value = element(ring, ring).sum() / overlap(ring, ring)
ring_formula = np.sqrt(2) / (3 * np.sqrt(np.pi))
assert abs(ring_value - ring_formula) < 1e-9

# two different real orbitals: s and p_z Gaussians
norm_sp = overlap(z2, z2)
direct = element(z2, z2).sum() / norm_sp
exchange = element(z2, z1).sum() / norm_sp
exchange_formula = 2 / 3 * np.sqrt(2 / np.pi)
assert abs(direct) < 1e-9
assert abs(exchange - exchange_formula) < 1e-9

# ---------- helium: exp(-zeta(r1+r2)) (1 + c r12) ----------
xl, wl = np.polynomial.laguerre.laggauss(14)
xg, wg = np.polynomial.legendre.leggauss(10)


def helium(zeta, c, charge=2):
    """Kinetic and potential energy; (delta, nn) parts of G_ij p_1i p_2j
    with both momenta on the right, and with p_1 moved to the bra."""
    S, Q, V = np.meshgrid(xl / (2 * zeta), (xg + 1) / 2, xg, indexing="ij")
    w = np.einsum("i,j,k->ijk", wl * np.exp(xl) / (2 * zeta), wg / 2, wg)
    u = S * Q
    r1, r2 = (S + u * V) / 2, (S - u * V) / 2
    w = w * 8 * np.pi**2 * r1 * r2 * u * u * S / 2
    base = np.exp(-zeta * S)
    wave = base * (1 + c * u)
    slope = c * base
    cos12 = (r1**2 + r2**2 - u**2) / (2 * r1 * r2)
    n1 = (r1**2 - r2**2 + u**2) / (2 * r1 * u)
    n2 = (r1**2 - r2**2 - u**2) / (2 * r2 * u)
    norm = np.sum(w * wave**2)

    def mean(g):
        return np.sum(w * g) / norm

    kinetic = mean(zeta**2 * wave**2 + slope**2
                   - zeta * wave * slope * (n1 - n2))
    potential = mean(wave**2 * (1 / u - charge / r1 - charge / r2))
    cross = zeta * slope * (n1 - n2)
    right = np.array([
        -mean(wave * (zeta**2 * wave * cos12 + cross - 2 * slope / u) / u),
        -mean(wave * (zeta**2 * wave * n1 * n2 + cross) / u)])
    middle = np.array([
        mean((zeta**2 * wave**2 * cos12 + wave * cross - slope**2) / u),
        mean((-zeta * wave * n1 + slope) * (-zeta * wave * n2 - slope) / u)])
    return kinetic, potential, right, middle


zeta0 = 27 / 16
T0, V0, right0, middle0 = helium(zeta0, 0.0)
assert abs(T0 + V0 + zeta0**2) < 1e-9
assert abs(right0[0] + zeta0**3 / 8) < 1e-9
assert abs(right0[1] - zeta0**3 / 8) < 1e-9
assert abs(right0.sum()) < 1e-9

best = optimize.minimize(lambda p: sum(helium(p[0], p[1])[:2]), [1.8, 0.3],
                         method="Nelder-Mead",
                         options={"xatol": 1e-8, "fatol": 1e-13,
                                  "maxiter": 1000})
zeta1, c1 = best.x
T1, V1, right1, middle1 = helium(zeta1, c1)
# the optimizer fixes parameters only to about the root of its energy error
assert abs(V1 / T1 + 2) < 1e-5
assert T1 + V1 < T0 + V0
assert abs(right1.sum() - middle1.sum()) < 1e-9
assert abs(right1[0] - middle1[0]) > 1e-2
assert abs(right1.sum()) > 1e-2

# ---------- printed results ----------
E1 = prefactor * right1.sum()
print(f"alpha^2 = {alpha**2:.6e}")
print("Weak divergence test, components j = x, y, z (a.u.)")
print("  delta part:", " ".join(f"{v:.5f}" for v in weak_delta))
print("  nn part:   ", " ".join(f"{v:.5f}" for v in weak_nn))
print(f"  largest |sum| = {np.max(np.abs(weak_delta + weak_nn)):.0e}")
print("Hermiticity defect <psi|A chi> - <A psi|chi> (a.u.)")
print(f"  delta part: {defect[0].real:.6f} real, {defect[0].imag:.6f} imag")
print(f"  nn part:    {defect[1].real:.6f} real, {defect[1].imag:.6f} imag")
print(f"  |sum| = {abs(defect.sum()):.0e}")
print("Expectation values of G_ij p_1i p_2j, Gaussian orbitals (a.u.)")
print(f"  real orbital, delta part = {real_parts[0]:.6f}")
print(f"  real orbital, nn part = {real_parts[1]:.6f}")
print(f"  real orbital, pi * integral of rho^2 = {contact:.6f}")
print(f"  real orbital, |sum| = {abs(real_parts.sum()):.0e}")
print(f"  complex orbital x+iy, quadrature = {ring_value.real:.6f}")
print(f"  complex orbital x+iy, formula = {ring_formula:.6f}")
print(f"  s, p_z pair: |direct| = {abs(direct):.0e}")
print(f"  s, p_z pair: exchange, quadrature = {exchange:.6f}")
print(f"  s, p_z pair: exchange, formula = {exchange_formula:.6f}")
print("Helium, product function")
print(f"  zeta = {zeta0:.4f} 1/bohr, energy = {T0 + V0:.6f} hartree")
print(f"  delta part of G p p = {right0[0]:.6f} a.u.")
print(f"  nn part of G p p = {right0[1]:.6f} a.u.")
print(f"  delta part of H_oo = {prefactor * right0[0] * 1e6:.4f} microhartree")
print(f"  nn part of H_oo = {prefactor * right0[1] * 1e6:.4f} microhartree")
print(f"  |sum of G p p parts| = {abs(right0.sum()):.0e} a.u.")
print("Helium, correlated function")
print(f"  zeta = {zeta1:.4f} 1/bohr, c = {c1:.4f} 1/bohr")
print(f"  energy = {T1 + V1:.6f} hartree, V/T = {V1 / T1:.6f}")
print("  G p p, momenta on the right (a.u.):")
print(f"    delta {right1[0]:.6f}, nn {right1[1]:.6f}, "
      f"sum {right1.sum():.6f}")
print("  G p p, p_1 moved to the bra (a.u.):")
print(f"    delta {middle1[0]:.6f}, nn {middle1[1]:.6f}, "
      f"sum {middle1.sum():.6f}")
print(f"  <H_oo> = {E1 * 1e6:.4f} microhartree")
print(f"  <H_oo> = {E1 * hartree_in_cm:.4f} cm^-1")
print("ALL CHECKS PASSED")
```

Printed output:

```
alpha^2 = 5.325135e-05
Weak divergence test, components j = x, y, z (a.u.)
  delta part: 2.93215 -1.67552 2.09440
  nn part:    -2.93215 1.67552 -2.09440
  largest |sum| = 3e-14
Hermiticity defect <psi|A chi> - <A psi|chi> (a.u.)
  delta part: -0.102331 real, 0.000000 imag
  nn part:    0.102331 real, 0.000000 imag
  |sum| = 6e-16
Expectation values of G_ij p_1i p_2j, Gaussian orbitals (a.u.)
  real orbital, delta part = -0.172758
  real orbital, nn part = 0.172758
  real orbital, pi * integral of rho^2 = 0.172758
  real orbital, |sum| = 8e-16
  complex orbital x+iy, quadrature = 0.265962
  complex orbital x+iy, formula = 0.265962
  s, p_z pair: |direct| = 6e-17
  s, p_z pair: exchange, quadrature = 0.531923
  s, p_z pair: exchange, formula = 0.531923
Helium, product function
  zeta = 1.6875 1/bohr, energy = -2.847656 hartree
  delta part of G p p = -0.600677 a.u.
  nn part of G p p = 0.600677 a.u.
  delta part of H_oo = 15.9934 microhartree
  nn part of H_oo = -15.9934 microhartree
  |sum of G p p parts| = 2e-16 a.u.
Helium, correlated function
  zeta = 1.8497 1/bohr, c = 0.3658 1/bohr
  energy = -2.891121 hartree, V/T = -2.000000
  G p p, momenta on the right (a.u.):
    delta 0.057449, nn 0.339881, sum 0.397331
  G p p, p_1 moved to the bra (a.u.):
    delta 0.810878, nn -0.413547, sum 0.397331
  <H_oo> = -10.5792 microhartree
  <H_oo> = -2.3219 cm^-1
ALL CHECKS PASSED
```
